**Uniform p against uniform p² in binary-collision sampling**

In a homogeneous target the impact parameter p, on a disc of radius P, has density 2p/P², so uniform p produces P/b times too many collisions with p < b. T is the energy given to the struck atom and Tm its head-on maximum. The program draws random lines through a random target and through a silicon lattice, and asserts that the distances to the atoms follow the p² law and not the uniform one. It also asserts that an isotropic target with density falling as 1/r² gives uniform p, so isotropy alone is not sufficient. Energy transfers from the scattering integral are asserted to agree with Newtonian two-body trajectories, and the averages with Monte Carlo samples. For 500 eV argon on silicon the output shows a mean transfer of 63.7 eV under the correct law and 152.9 eV under uniform p, a ratio of 2.40. The excess reaches about 30 for transfers above 0.99 Tm. Doubling P changes the correct stopping cross-section by 0.7 % and doubles the wrong one.

## Numerical verification

```python
"""Impact-parameter sampling in binary-collision simulations.
Result under test: in a homogeneous target the impact parameter p on [0, P]
has density 2p/P^2 (p squared uniform).  Uniform p gives P/b times too many
collisions with p < b, and too large a mean energy transfer.
Symbols: P cylinder radius, L free path, N atom density (N pi P^2 L = 1),
E ion energy (lab), Ec centre-of-mass energy, T energy given to the atom,
Tm its head-on maximum, theta centre-of-mass deflection.
Lengths in nm, energies in eV, masses in atomic mass units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.spatial import cKDTree

rng = np.random.default_rng(12345)

# ---------- inputs: argon ion on silicon ----------
Z1, M1, Z2, M2 = 18, 39.95, 14, 28.09
E0 = 500.0
lattice = 0.543
displacement_energy = 15.0      # rough threshold
N = 8 / lattice**3
L = N**(-1 / 3)
P = 1 / np.sqrt(np.pi * N * L)
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
bohr = const.physical_constants["Bohr radius"][0] * 1e9
gamma = 4 * M1 * M2 / (M1 + M2)**2

# potential = (screening length, amplitudes, decay constants)
UNIVERSAL = (0.8854 * bohr / (Z1**0.23 + Z2**0.23),
             np.array([0.18175, 0.50986, 0.28022, 0.02817]),
             np.array([3.19980, 0.94229, 0.40290, 0.20162]))
MOLIERE = (0.8854 * bohr / (Z1**0.5 + Z2**0.5)**(2 / 3),
           np.array([0.35, 0.55, 0.10]), np.array([0.3, 1.2, 6.0]))


def potential(r, pot=UNIVERSAL):
    a, amp, dec = pot
    r = np.asarray(r, dtype=float)
    return Z1 * Z2 * e2 / r * (np.exp(-r[..., None] * dec / a) @ amp)


gl_x, gl_w = np.polynomial.legendre.leggauss(64)
y_nodes, y_weights = (gl_x + 1) / 2, gl_w / 2


def deflection(p, E, pot=UNIVERSAL):
    """Classical scattering integral with r = r0/(1-y^2)."""
    Ec = E * M2 / (M1 + M2)
    r0 = brentq(lambda r: 1 - float(potential(r, pot)) / Ec - (p / r)**2,
                1e-5, p + 5.0, xtol=1e-15, rtol=1e-14)
    u = 1 - y_nodes**2
    g = 1 - potential(r0 / u, pot) / Ec - (p * u / r0)**2
    return np.pi - 2 * p / r0 * np.sum(y_weights * 2 * y_nodes / np.sqrt(g))


def transfer(p, E, pot=UNIVERSAL):
    return gamma * E * np.sin(deflection(p, E, pot) / 2)**2


def mean_transfers(E, radius=P, pot=UNIVERSAL):
    """Mean T for uniform p and for uniform area."""
    p = radius * y_nodes
    T = np.array([transfer(q, E, pot) for q in p])
    return np.sum(y_weights * T), np.sum(y_weights * T * 2 * p / radius)


def cdf_gap(sample, cdf):
    """Largest distance between empirical and proposed cumulative law."""
    x = np.sort(sample)
    n = len(x)
    f = cdf(x)
    return max(np.max(np.arange(1, n + 1) / n - f),
               np.max(f - np.arange(n) / n))


# ---------- geometry: random lines through explicit targets ----------
half = 1.0
n_lines = 4000


def line_distances(atoms, origin):
    d = rng.normal(size=3)
    d /= np.linalg.norm(d)
    rel = atoms - origin
    s = rel @ d
    p = np.sqrt(np.maximum(np.sum(rel**2, axis=1) - s**2, 0))
    return p[(np.abs(s) < half) & (p < P)]


fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
basis = np.vstack([fcc, fcc + 0.25])
cells = np.array([[i, j, k] for i in range(-3, 4) for j in range(-3, 4)
                  for k in range(-3, 4)])
crystal = lattice * (cells[:, None, :] + basis[None]).reshape(-1, 3)
box = 1.2
random_hits, crystal_hits = [], []
for _ in range(n_lines):
    atoms = rng.uniform(-box, box, (rng.poisson(N * (2 * box)**3), 3))
    random_hits.append(line_distances(atoms, np.zeros(3)))
    crystal_hits.append(line_distances(crystal, rng.uniform(0, lattice, 3)))
expected_hits = 2 * half / L
gaps = {}
for name, hits in (("random", random_hits), ("crystal", crystal_hits)):
    x = np.concatenate(hits) / P
    gaps[name] = (cdf_gap(x, lambda t: t**2), cdf_gap(x, lambda t: t),
                  np.mean(x < 0.25), len(x) / n_lines)
    # sampling noise of about 30000 distances, partly correlated per line
    assert gaps[name][0] < 0.02 and gaps[name][1] > 0.2
    assert abs(gaps[name][3] / expected_hits - 1) < 0.03

# isotropic but inhomogeneous target: density as 1/r^2 about a track point
r = rng.uniform(0, 50 * P, 2_000_000)
c = rng.uniform(-1, 1, r.size)
p_iso = r * np.sqrt(1 - c**2)
p_iso = p_iso[p_iso < P] / P
iso_gap_uniform = cdf_gap(p_iso, lambda t: t)
iso_gap_square = cdf_gap(p_iso, lambda t: t**2)
assert iso_gap_uniform < 0.015 and iso_gap_square > 0.2

# open <110> channel: largest circle free of atomic rows
rows = np.unique(np.round(np.column_stack(
    [(crystal[:, 0] - crystal[:, 1]) / np.sqrt(2), crystal[:, 2]]), 8), axis=0)
gu, gw = np.meshgrid(np.linspace(0, lattice / np.sqrt(2), 201),
                     np.linspace(0, lattice, 201))
channel_radius = cKDTree(rows).query(
    np.column_stack([gu.ravel(), gw.ravel()]))[0].max()
assert channel_radius > P

# ---------- hard spheres by specular reflection ----------
n_mc = 200_000
xy = rng.uniform(-1, 1, (400_000, 2))
disc = np.hypot(xy[:, 0], xy[:, 1])
disc = disc[disc < 1][:n_mc]            # points uniform in area
flat = rng.uniform(0, 1, n_mc)          # uniform p


def reflected_fraction(b):
    """T/Tm after mirror reflection of a +z velocity on a unit sphere."""
    normal = np.column_stack([b, -np.sqrt(1 - b**2)])
    v = np.array([0.0, 1.0])
    out = v - 2 * (normal @ v)[:, None] * normal
    return (1 - out[:, 1]) / 2


hs_area, hs_flat = reflected_fraction(disc), reflected_fraction(flat)
assert cdf_gap(hs_area, lambda t: t) < 0.006
assert cdf_gap(hs_flat, lambda t: 1 - np.sqrt(np.maximum(1 - t, 0))) < 0.006
assert abs(hs_area.mean() - 1 / 2) < 0.004
assert abs(hs_flat.mean() - 2 / 3) < 0.004
d_test = 0.4
num = quad(lambda b: 1 - (b / d_test)**2, 0, d_test)[0]
den = quad(lambda b: 2 * b * (1 - (b / d_test)**2), 0, d_test)[0]
assert abs(num / den - 4 / (3 * d_test)) < 1e-9


# ---------- energy transfer checked by Newton's equations ----------
def newton_transfer(p, E):
    a, amp, dec = UNIVERSAL
    v0 = np.sqrt(2 * E / M1)

    def rhs(t, s):
        sep = s[0:2] - s[2:4]
        dist = np.hypot(*sep)
        k = dec * dist / a
        force = Z1 * Z2 * e2 / dist**2 * np.sum(amp * np.exp(-k) * (1 + k))
        f = force * sep / dist
        return np.concatenate([s[4:8], f / M1, -f / M2])

    start = [-2.0, p, 0, 0, v0, 0, 0, 0]
    end = solve_ivp(rhs, (0, 5.0 / v0), start, method="DOP853",
                    rtol=1e-10, atol=1e-12).y[:, -1]
    return 0.5 * M2 * (end[6]**2 + end[7]**2)


newton_rows = []
for q in (0.02, 0.06, 0.12):
    direct, formula = newton_transfer(q, E0), transfer(q, E0)
    assert abs(direct / formula - 1) < 1e-4
    newton_rows.append((q, formula, direct))

# ---------- mean transfer under both laws ----------
Tm = gamma * E0
T_flat, T_area = mean_transfers(E0)
p_grid = np.linspace(0, P, 400)
T_grid = np.array([transfer(q, E0) for q in p_grid])
assert np.all(np.diff(T_grid) < 0)
mc_area = np.interp(disc * P, p_grid, T_grid)
mc_flat = np.interp(flat * P, p_grid, T_grid)
mc_weighted = 2 * flat * mc_flat
mc_root = np.interp(P * np.sqrt(rng.uniform(0, 1, n_mc)), p_grid, T_grid)
for sample, target in ((mc_area, T_area), (mc_root, T_area),
                       (mc_weighted, T_area), (mc_flat, T_flat)):
    assert abs(sample.mean() - target) < 5 * sample.std() / np.sqrt(n_mc)
covariance = np.mean((mc_flat - mc_flat.mean()) * (2 * flat - 1))
assert abs(-covariance / (T_flat - T_area) - 1) < 0.03

energies = (100.0, 500.0, 2000.0, 10000.0)
energy_ratios = []
for E in energies:
    m_flat, m_area = mean_transfers(E)
    energy_ratios.append(m_flat / m_area)
assert energy_ratios[0] > 1 and np.all(np.diff(energy_ratios) > 0)

# ---------- hard events ----------
thresholds = [displacement_energy, 0.5 * Tm, 0.9 * Tm, 0.99 * Tm]
hard = []
for T_star in thresholds:
    p_star = brentq(lambda q: transfer(q, E0) - T_star, 1e-7, P)
    share_flat, share_area = np.mean(mc_flat > T_star), np.mean(mc_area > T_star)
    noise = np.sqrt(1 / (share_area * n_mc) + 1 / (share_flat * n_mc))
    assert abs(share_flat / share_area / (P / p_star) - 1) < 5 * noise
    hard.append((T_star, p_star, p_star / P, (p_star / P)**2, P / p_star))
kappa = (np.pi - deflection(1e-5, E0)) / 2e-5
head_on_law = kappa * P / np.sqrt(1 - 0.99)
assert abs(head_on_law / hard[-1][4] - 1) < 0.02

# ---------- dependence on the cylinder radius ----------
T_flat2, T_area2 = mean_transfers(E0, 2 * P)
S_area, S_flat = np.pi * P**2 * T_area, np.pi * P**2 * T_flat
S_area2, S_flat2 = 4 * np.pi * P**2 * T_area2, 4 * np.pi * P**2 * T_flat2
assert S_area2 / S_area < 1.1 and S_flat2 / S_flat > 1.9

# ---------- neglected effects ----------
p_far = P + 3 * P * y_nodes
tail = 2 * np.pi * 3 * P * np.sum(
    y_weights * p_far * np.array([transfer(q, E0) for q in p_far]))
speed = np.sqrt(2 * E0 * const.e / (M1 * const.atomic_mass))
v_bohr = const.alpha * const.c
S_electronic = (8 * np.pi * e2 * bohr * Z1**(7 / 6) * Z2
                / (Z1**(2 / 3) + Z2**(2 / 3))**1.5 * speed / v_bohr)
mol_flat, mol_area = mean_transfers(E0, P, MOLIERE)
bond = lattice * np.sqrt(3) / 4

# ---------- output ----------
print(f"Ion energy E = {E0:.0f} eV; masses {M1}, {M2} u; Z = {Z1}, {Z2}")
print(f"Si lattice constant = {lattice} nm; N = {N:.2f} nm^-3")
print(f"Free path L = {L:.4f} nm; cylinder radius P = {P:.4f} nm")
print(f"Universal screening length = {UNIVERSAL[0]:.5f} nm")
print(f"Ec = {E0*M2/(M1+M2):.1f} eV; Tm = {Tm:.1f} eV; Tm/E = {gamma:.4f}")
print(f"Lines per target = {n_lines}; expected atoms per line = {expected_hits:.3f}")
for name, g in gaps.items():
    print(f"{name}: atoms per line {g[3]:.3f}; share p<P/4 {g[2]:.4f}")
    print(f"  CDF gap to p^2 law {g[0]:.4f}; to uniform-p law {g[1]:.4f}")
print(f"1/r^2 target: CDF gap to uniform p {iso_gap_uniform:.4f}, "
      f"to p^2 {iso_gap_square:.4f}")
print(f"Hard sphere mean T/Tm: area {hs_area.mean():.4f}, "
      f"uniform p {hs_flat.mean():.4f}")
for q, f, d in newton_rows:
    print(f"p = {q:.2f} nm: T integral {f:.3f} eV, Newton {d:.3f} eV")
print(f"Mean T, uniform area = {T_area:.2f} eV")
print(f"Mean T, uniform p = {T_flat:.2f} eV; ratio = {T_flat/T_area:.3f}")
print(f"Loss per path: correct {T_area/L:.1f}, wrong {T_flat/L:.1f} eV/nm")
print(f"Monte Carlo mean T: root sampler {mc_root.mean():.2f}, "
      f"weighted {mc_weighted.mean():.2f} eV")
print(f"Scatter per sample: root {mc_root.std():.1f}, "
      f"weighted {mc_weighted.std():.1f} eV")
for E, ratio in zip(energies, energy_ratios):
    print(f"E = {E:.0f} eV: mean-T ratio wrong/correct = {ratio:.3f}")
for t, ps, sf, sa, ex in hard:
    print(f"T > {t:.1f} eV: p* = {ps:.5f} nm; share wrong {sf:.4f}, "
          f"correct {sa:.5f}; excess {ex:.2f}")
print(f"kappa = {kappa:.3f} nm^-1; head-on law at 0.99 Tm: {head_on_law:.2f}")
print(f"Cross-section, radius P: correct {S_area:.3f}, wrong {S_flat:.3f} eV nm^2")
print(f"Cross-section, radius 2P: correct {S_area2:.3f}, wrong {S_flat2:.3f} eV nm^2")
print(f"Growth P to 2P: correct {S_area2/S_area:.4f}, wrong {S_flat2/S_flat:.4f}")
print(f"Neglected, p > P: {100*tail/S_area:.2f} % of nuclear loss")
print(f"Neglected, electronic: {S_electronic:.3f} eV nm^2 = "
      f"{100*S_electronic/S_area:.1f} % of nuclear loss")
print(f"Moliere potential: mean T {mol_area:.2f} eV (correct law), "
      f"ratio {mol_flat/mol_area:.3f}")
print(f"Correct share with T < {displacement_energy:.0f} eV: {1-hard[0][3]:.3f}")
print(f"V at one bond length {bond:.4f} nm = {float(potential(bond)):.2f} eV")
print(f"<110> channel: nearest row {channel_radius:.4f} nm from its axis")
print("all good")
```

Output:

```
Ion energy E = 500 eV; masses 39.95, 28.09 u; Z = 18, 14
Si lattice constant = 0.543 nm; N = 49.97 nm^-3
Free path L = 0.2715 nm; cylinder radius P = 0.1532 nm
Universal screening length = 0.01240 nm
Ec = 206.4 eV; Tm = 484.8 eV; Tm/E = 0.9696
Lines per target = 4000; expected atoms per line = 7.366
random: atoms per line 7.402; share p<P/4 0.0602
  CDF gap to p^2 law 0.0034; to uniform-p law 0.2519
crystal: atoms per line 7.365; share p<P/4 0.0634
  CDF gap to p^2 law 0.0033; to uniform-p law 0.2507
1/r^2 target: CDF gap to uniform p 0.0036, to p^2 0.2523
Hard sphere mean T/Tm: area 0.5004, uniform p 0.6668
p = 0.02 nm: T integral 417.683 eV, Newton 417.683 eV
p = 0.06 nm: T integral 141.044 eV, Newton 141.044 eV
p = 0.12 nm: T integral 8.697 eV, Newton 8.697 eV
Mean T, uniform area = 63.68 eV
Mean T, uniform p = 152.88 eV; ratio = 2.401
Loss per path: correct 234.5, wrong 563.1 eV/nm
Monte Carlo mean T: root sampler 63.56, weighted 63.67 eV
Scatter per sample: root 101.4, weighted 49.3 eV
E = 100 eV: mean-T ratio wrong/correct = 1.646
E = 500 eV: mean-T ratio wrong/correct = 2.401
E = 2000 eV: mean-T ratio wrong/correct = 3.646
E = 10000 eV: mean-T ratio wrong/correct = 6.586
T > 15.0 eV: p* = 0.10935 nm; share wrong 0.7139, correct 0.50959; excess 1.40
T > 242.4 eV: p* = 0.04404 nm; share wrong 0.2875, correct 0.08268; excess 3.48
T > 436.3 eV: p* = 0.01679 nm; share wrong 0.1096, correct 0.01201; excess 9.12
T > 480.0 eV: p* = 0.00517 nm; share wrong 0.0337, correct 0.00114; excess 29.65
kappa = 19.415 nm^-1; head-on law at 0.99 Tm: 29.74
Cross-section, radius P: correct 4.694, wrong 11.269 eV nm^2
Cross-section, radius 2P: correct 4.728, wrong 22.568 eV nm^2
Growth P to 2P: correct 1.0072, wrong 2.0026
Neglected, p > P: 0.72 % of nuclear loss
Neglected, electronic: 0.389 eV nm^2 = 8.3 % of nuclear loss
Moliere potential: mean T 82.73 eV (correct law), ratio 2.110
Correct share with T < 15 eV: 0.490
V at one bond length 0.2351 nm = 1.16 eV
<110> channel: nearest row 0.2036 nm from its axis
all good
```
